# Furry's theorem and its failure in a charged electron gas, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The neutral state

### The physical question

Place a weak electrostatic potential in empty space. Virtual electron-positron pairs respond to it, and the first response is an induced charge of first order in the potential. A second-order response would be different in kind. It would have the same sign for a potential and for its negative, so the vacuum would have to prefer one sign of charge. The vacuum has no such preference.

In a diagram, a second-order response joins three photons to one electron loop: two for the applied field and one for the induced current. The electron can run around this loop in two directions. The two contributions need not vanish separately, and the question is how they cancel. The same calculation shows what happens when the surroundings do prefer one sign of charge, as an electron gas does.

### Setting and conventions

Atomic units are used in the algebra: $\hbar=1$, the electron has mass $1$ and charge $-1$, and $c$ is the speed of light. The metric is $(+,-,-,-)$. For a four-momentum $p=(p^0,\mathbf p)$, with $p^0$ equal to energy divided by $c$,

$$
\gamma\cdot p=\gamma^0p^0-\boldsymbol\gamma\cdot\mathbf p,\qquad
S(p)=(\gamma\cdot p-c)^{-1}=\frac{\gamma\cdot p+c}{p^2-c^2}.
$$

The last form follows from $(\gamma\cdot p)^2=p^2$.

The electrons do not interact with one another. They move in an external field $A^\mu$, which enters by $p^\mu\to p^\mu+A^\mu/c$ because the charge is $-1$. The propagator in the field is therefore

$$
S_A=\left(S^{-1}+\frac{\gamma\cdot A}{c}\right)^{-1}
=S-S\frac{\gamma\cdot A}{c}S+S\frac{\gamma\cdot A}{c}S\frac{\gamma\cdot A}{c}S-\cdots .
$$

The induced current is proportional to the trace of $\gamma^\mu S_A$ with both ends at the same point. Its term of order $n-1$ in the field is a closed loop with $n$ photon vertices. If the photons are distinct, one vertex can be held fixed while the other $n-1$ take every order. There are thus $(n-1)!$ loops. They share the factor $(-1/c)^{n-1}$ and the other constants of the current, which are dropped here.

Loop energies are taken on the imaginary axis. In a thermal state with thermal energy $T$, that is, $k_B$ times the temperature, they are $i\omega_j$ with $\omega_j=(2j+1)\pi T$ and $j$ any integer. Photon energies are $2\pi iT$ times integers, and the response at real photon energies is reached by continuation. The notation is

$$
\int_\ell\equiv T\sum_j\int\frac{d^3\ell}{(2\pi)^3},\qquad
T\sum_j\to\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\quad(T\to0).
$$

The range of $\ell$ is unchanged by $\ell\to-\ell$, since $-\omega_j$ is again one of the allowed frequencies. In Part I the chemical potential is zero, measured from the middle of the gap between the electron states and the negative-energy states.

### Lemma 1: conjugation of the gamma matrices

**Lemma 1.** In the Dirac representation the matrix $C=i\gamma^2\gamma^0$ satisfies

$$
C\gamma^\mu C^{-1}=-(\gamma^\mu)^T .
$$

*Proof.* Since $\gamma^2$ and $\gamma^0$ anticommute,

$$
C^2=-\gamma^2\gamma^0\gamma^2\gamma^0
=\gamma^2\gamma^2\gamma^0\gamma^0=(-1)(1)=-1 ,
$$

so $C^{-1}=-C$ exists. Moving $\gamma^0$ through $C$ produces one minus sign, from passing $\gamma^2$. Moving $\gamma^2$ through $C$ also produces one, from passing $\gamma^0$. The matrices $\gamma^1$ and $\gamma^3$ pass both factors and acquire two minus signs. Hence

$$
C\gamma^{0,2}C^{-1}=-\gamma^{0,2},\qquad
C\gamma^{1,3}C^{-1}=+\gamma^{1,3}.
$$

In this representation $\gamma^0$ is diagonal. The spatial matrices have $\sigma_i$ in the upper right block and $-\sigma_i$ in the lower left. Transposition exchanges the blocks and transposes each Pauli matrix. Because $\sigma_1,\sigma_3$ are symmetric and $\sigma_2$ is antisymmetric, $\gamma^1,\gamma^3$ are antisymmetric and $\gamma^2$ is symmetric. In all four cases the result is $-(\gamma^\mu)^T$. $\square$

### Lemma 2: conjugation of the propagator

**Lemma 2.** $C S(p)C^{-1}=S(-p)^T$.

*Proof.* Lemma 1 changes the sign of the momentum term but leaves the mass term alone:

$$
C(\gamma\cdot p-c)C^{-1}
=-(\gamma\cdot p)^T-c
=\left[\gamma\cdot(-p)-c\right]^T .
$$

Taking the inverse of both sides gives the claim, because the inverse of a transpose is the transpose of the inverse. No complex conjugation has been made, so the lemma holds for imaginary energies too. $\square$

### Lemma 3: reversal of the trace

**Lemma 3.** Write $\gamma_i$ for the gamma matrix at vertex $i$. For any momenta $p_1,\ldots,p_n$,

$$
\operatorname{tr}[\gamma_1S(p_1)\cdots\gamma_nS(p_n)]
=(-1)^n\operatorname{tr}[S(-p_n)\gamma_n\cdots S(-p_1)\gamma_1].
$$

*Proof.* A trace does not change when its argument $X$ is replaced by $CXC^{-1}$. Insert $C^{-1}C=1$ between neighbouring factors and use Lemmas 1 and 2:

$$
\operatorname{tr}[\gamma_1S(p_1)\cdots\gamma_nS(p_n)]
=(-1)^n\operatorname{tr}[\gamma_1^TS(-p_1)^T\cdots\gamma_n^TS(-p_n)^T].
$$

There is one minus sign for each vertex and none for a propagator. A product of transposes is the transpose of the product in reverse order, and a matrix and its transpose have the same trace. Removing the transpose therefore reverses the factors, as claimed. $\square$

The case $n=1$ can be checked by hand. Since $\operatorname{tr}\gamma^\mu=0$ and $\operatorname{tr}\gamma^\mu\gamma^\nu=4g^{\mu\nu}$,

$$
\operatorname{tr}[\gamma^\mu S(p)]=\frac{4p^\mu}{p^2-c^2}.
$$

This is odd in $p$, in agreement with the factor $(-1)^1$.

### The two orientations

Let photon $i$ bring in momentum $q_i$, with $\sum_iq_i=0$. Matrix products are read from right to left along the electron's path. In the first orientation, $D$, the electron absorbs photon $n$ first, then $n-1$, and so on:

$$
D=\int_\ell\operatorname{tr}[\gamma_1S(p_1)\gamma_2S(p_2)\cdots\gamma_nS(p_n)],
\qquad p_n=\ell .
$$

The line with momentum $p_i$ enters vertex $i$, and the line with $p_{i-1}$ leaves it. Momentum conservation reads

$$
p_{i-1}=p_i+q_i,\qquad p_0=p_n .
$$

The path closes because the photon momenta add to zero. In the opposite orientation, $R$, the electron absorbs the same photons in the order $1,2,\ldots,n$:

$$
R=\int_k\operatorname{tr}[S(k_n)\gamma_n\cdots S(k_1)\gamma_1],
\qquad k_i=k_{i-1}+q_i,\quad k_0=k_n=k .
$$

The photon momenta still point inward. Only the electron's path has been reversed.

### Theorem 1: cancellation

**Theorem 1 (Furry).** Let the electrons be in the vacuum or in a thermal state of zero chemical potential. Let the loops be regulated in a way that respects Lemmas 1 and 2 and permits reflection of the loop momentum. Then $R=(-1)^nD$, and the sum of all one-loop diagrams with an odd number $n$ of external photons vanishes.

*Proof.* Apply Lemma 3 to the integrand of $D$. Its right side contains momenta $-p_i$. Multiplying the conservation law of $D$ by $-1$ and rearranging gives

$$
-p_i=-p_{i-1}+q_i .
$$

This is the conservation law of $R$ with $k_i=-p_i$. The loop momenta are related by $k=-\ell$, a reflection that preserves the range and weight of the integration. Therefore

$$
D=(-1)^nR,\qquad\text{or equivalently}\qquad R=(-1)^nD .
$$

For odd $n\geq3$, every cyclic order is paired with its reverse. The two orders are different. To see this, write the photon after vertex $1$ as $a$ and the photon before it as $z$. Reversal exchanges $a$ and $z$, which are distinct when at least two other photons are present. The $(n-1)!$ loops thus form $(n-1)!/2$ pairs, each with $D+R=0$. For $n=1$ there is one loop, equal to its own reverse, so $D=R=-D$ and $D=0$. $\square$

For even $n$ the orientations are equal and add. At $n=2$ they are one and the same diagram, not two.

### Why a regulator is mentioned

At large momentum the integration measure grows as the fourth power and each propagator falls as the first inverse power. The superficial degree of divergence is $4-n$, which is $3$ for one photon and $1$ for three. For these loops, equality of integrands after a change of variable is not yet a statement about finite quantities.

Pauli-Villars regularization supplies it. One adds loops with heavier masses $M_a$ and weights $w_a$, using $S_M(p)=(\gamma\cdot p-Mc)^{-1}$. A nonzero trace contains an even number of gamma matrices, so mass factors occur in even powers. The conditions

$$
\sum_aw_a=0,\qquad \sum_aw_aM_a^2=0,
$$

with the electron included as $w_0=M_0=1$, remove two successive terms of the expansion at large momentum. Each removal lowers the degree by two, so even the one-photon loop reaches degree $3-4=-1$ and converges. Lemma 2 holds for every mass. The regulated sum is zero before the heavy masses are sent to infinity, and so is its limit.

### The same symmetry in the energy spectrum

The theorem can be read without diagrams for a static scalar potential energy $v(\mathbf r)$. Let $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$, $\beta=\gamma^0$, and

$$
h=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad (h+v)\psi=\varepsilon\psi .
$$

Complex conjugation changes $\mathbf p=-i\nabla$ into $-\mathbf p$:

$$
(-c\boldsymbol\alpha^*\cdot\mathbf p+\beta c^2+v)\psi^*=\varepsilon\psi^* .
$$

Now multiply by $\gamma^2=\beta\alpha_2$. It commutes with $\alpha_1,\alpha_3$, which are real, and anticommutes with $\alpha_2$, which is imaginary. In each case moving it through turns $\alpha_i^*$ into $\alpha_i$. It also anticommutes with $\beta$. With $\psi_c=\gamma^2\psi^*$,

$$
(-c\boldsymbol\alpha\cdot\mathbf p-\beta c^2+v)\psi_c=\varepsilon\psi_c
\quad\Longrightarrow\quad
(h-v)\psi_c=-\varepsilon\psi_c .
$$

Reversing the potential therefore reverses the whole spectrum. For independent electrons with vacuum charge subtracted symmetrically, the grand potential at zero chemical potential is

$$
\Omega=-T\sum_a\ln\left(2\cosh\frac{\varepsilon_a}{2T}\right).
$$

It is even in the energies, so $\Omega[v]=\Omega[-v]$. All odd orders in $v$ vanish together. This is the content of Theorem 1 for photons that carry a static scalar potential.

### Two nonzero loops that cancel

A restricted model makes the cancellation visible. Let the electrons move along one line, retaining four-component spinors, and let all three vertices be $\gamma^0$. The reflection argument is unchanged. The period is $0.04$ angstrom, and $q$ is $2\pi$ divided by the period. Photons $3,2,1$ carry momenta $q,2q,-3q$ and energies $i\nu,-i\nu,0$, with $\nu=2\pi T$. For $T=100000$ eV, $\nu=628319$ eV.

The numbers below use the normalization $D/c^3$ and are given per period. At zero chemical potential the program finds

$$
D=1.86\times10^{-12}\,i\ \text{eV}^{-2},\qquad
R=-1.86\times10^{-12}\,i\ \text{eV}^{-2}.
$$

The sum is zero to numerical rounding, although neither orientation is zero. The momenta of all three electron lines were cut off at $24.5q$ on either side. A cut-off at $16.5q$ changes $D$ by less than one per cent. Since $T$ is nonzero, this example also shows that heat by itself does not defeat the theorem: it creates electrons and positrons in equal numbers.

## Part II. The charged state

### What is carried over

The propagator is $S(p)=(\gamma\cdot p-c)^{-1}$, and $C$ obeys $C\gamma^\mu C^{-1}=-(\gamma^\mu)^T$ and $CS(p)C^{-1}=S(-p)^T$. The integrals $D$ and $R$ are the two orientations of a loop with $n$ incoming photons $q_i$. At zero chemical potential, $R=(-1)^nD$. The symbol $\int_\ell$ includes a sum over $\omega_j=(2j+1)\pi T$, and $h=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ is the free Hamiltonian. Atomic units are used in the algebra, with electron mass $1$.

A thermal state with chemical potential $\mu$ weights states by $e^{-(H-\mu N)/T}$, where $N$ is the number of electrons minus the number of positrons. Energies are then measured from $\mu$. In the propagator this replaces $i\omega_j$ by $i\omega_j+\mu$:

$$
S_\mu(p)=S(p+u),\qquad u=(\mu/c,\mathbf 0).
$$

Here $\mu$ includes the rest energy, so an electron at rest has energy $c^2$ on the same scale.

### Theorem 2: reversal changes the sign of the chemical potential

**Theorem 2.** Under the regulator assumptions of Theorem 1, the two orientations in the state with chemical potential $\mu$ satisfy

$$
R(\mu)=(-1)^nD(-\mu),
$$

and the sum $\mathcal A_n(\mu)$ of all one-loop diagrams with $n$ photons satisfies

$$
\mathcal A_n(\mu)=(-1)^n\mathcal A_n(-\mu).
$$

*Proof.* Lemma 2 applied to the shifted momentum gives

$$
CS_\mu(p)C^{-1}=S(-p-u)^T=S_{-\mu}(-p)^T .
$$

The loop momentum changes sign, and so does the shift. A reflection of $\ell$ can undo the first change but leaves the second. Repeating the proof of Theorem 1 with this relation gives $D(\mu)=(-1)^nR(-\mu)$. Replacing $\mu$ by $-\mu$ and multiplying by $(-1)^n$ gives the first claim. Summing over all cyclic orders gives the second, because reversal maps the complete set of orders onto itself. $\square$

For one pair of three-photon loops,

$$
D(\mu)+R(\mu)=D(\mu)-D(-\mu).
$$

Charge conjugation now compares an electron gas with a positron gas. It no longer compares two contributions within the same state. The odd amplitude is an odd function of $\mu$, which permits a nonzero value but does not guarantee one for every component.

In the line model of Part I, with $\mu=600000$ eV and the other parameters unchanged, the values are

$$
\begin{aligned}
D(\mu)&=(-1.674+16.27\,i)\times10^{-12}\ \text{eV}^{-2},\\
D(-\mu)&=(1.674+16.27\,i)\times10^{-12}\ \text{eV}^{-2},\\
R(\mu)&=(-1.674-16.27\,i)\times10^{-12}\ \text{eV}^{-2}.
\end{aligned}
$$

The third line is minus the second, as the theorem requires. The imaginary parts still cancel in $D(\mu)+R(\mu)$, but the real parts add to $-3.35\times10^{-12}$ eV$^{-2}$.

Odd-photon loops cancel between their two orientations at zero chemical potential, whereas at chemical potential $\mu$ reversal relates the state to the one at $-\mu$, and the line model gives a nonzero three-photon sum. It remains to find when the cancellation is actually lost, to test this with static and uniform potentials, and to check that gauge invariance survives.
